# Stress Relaxation Time of a Copper Interconnect Line

## Problem

A straight copper line of length $L=50\ \mu\text{m}$ is embedded in a dielectric. Barriers at both ends stop copper atoms but let the electric current pass, and the line contains no void. The temperature is $T=573$ K, the atomic diffusivity is $D=10^{-17}\ \text{m}^2/\text{s}$, and the effective elastic modulus of the confined line is $B=30$ GPa. The volume per copper atom is roughly $\Omega=0.0118\ \text{nm}^3$.

(a) When the current is switched on or off, the stress along the line moves towards a new steady profile. Estimate the relaxation time.

(b) For a current density $j=0.3\ \text{MA/cm}^2$, find the final stress at the cathode end and the part of it that is present after one relaxation time.

(c) How does the relaxation time change if there is a void at the cathode end?

For (b), take as rough typical values a resistivity $\rho=3.5\ \mu\Omega\,\text{cm}$ and an effective charge number of magnitude $Z=1$.

## Solution

### Conventions

Let $x$ run along the electron flow, from the cathode end at $x=0$ to the anode end at $x=L$. The stress $\sigma$ is the hydrostatic stress, positive in tension. The diffusivity $D$ is an average over the cross-section, so it includes fast paths such as interfaces and grain boundaries. Both $D$ and $B$ are taken as uniform along the line, and strains are small. Lattice sites are assumed to be created and removed quickly wherever atoms arrive or leave.

### What drives the atoms

Adding an atom at a new lattice site makes room for an extra volume $\Omega$. If the metal is under tension, the stress does work $\Omega\sigma$ as this volume is added. The energy cost of the atom falls by that amount, and its chemical potential is

$$\mu=\mu_0-\Omega\sigma .$$

Atoms therefore drift towards regions of higher tension. The current adds a second force. In copper the net force on an atom points along the electron flow, with magnitude

$$F=Ze\rho j ,$$

where $e$ is the elementary charge and $\rho j$ is the electric field.

The total force on an atom is $-\partial\mu/\partial x+F=\Omega\,\partial\sigma/\partial x+F$. For weak forces the drift velocity is the force times the mobility $D/(kT)$, by the Einstein relation. Multiplying by the concentration $1/\Omega$ gives the atomic flux

$$J=\frac{D}{\Omega kT}\left(\Omega\frac{\partial\sigma}{\partial x}+F\right).$$

### How moving atoms change the stress

Let $C$ be the number of atoms per unit volume of the space that holds the line. If atoms leave a segment, those that remain must stretch to fill nearly the same space, so the tension rises. The effective modulus $B$, which includes the give of the surroundings, is defined by

$$\frac{dC}{C}=-\frac{d\sigma}{B}.$$

Atoms are conserved, so $\partial C/\partial t=-\partial J/\partial x$. With $C\approx1/\Omega$,

$$\frac{\partial\sigma}{\partial t}=-\frac{B}{C}\frac{\partial C}{\partial t}=B\Omega\frac{\partial J}{\partial x}.$$

The two minus signs cancel: where the flux grows along $x$, more atoms leave than enter, and tension builds up. Now insert $J$. Since $F$ is uniform, its derivative vanishes, and

$$\frac{\partial\sigma}{\partial t}=\kappa\frac{\partial^2\sigma}{\partial x^2},\qquad \kappa=\frac{DB\Omega}{kT}.$$

The stress obeys a diffusion equation, but with $\kappa$ in place of $D$. The current does not appear in this equation; it enters through the conditions at the ends.

### The steady profile and the slowest mode

Blocked ends mean $J=0$ at $x=0$ and $x=L$, or

$$\frac{\partial\sigma}{\partial x}=-G,\qquad G=\frac{F}{\Omega}.$$

In the steady state $J$ vanishes everywhere, so the stress falls linearly with slope $-G$. To fix the constant, integrate $\partial\sigma/\partial t=B\Omega\,\partial J/\partial x$ over the line. The result is $B\Omega[J(L)-J(0)]=0$, so the mean stress is conserved. If it starts at zero, it stays at zero, and

$$\sigma_s(x)=G\left(\frac L2-x\right).$$

The cathode end is in tension and the anode end in compression.

Write $\sigma=\sigma_s+u$. Because $\sigma_s$ is linear in $x$ and constant in time, $u$ obeys the same diffusion equation. Because $\sigma_s$ already has the slope $-G$, the deviation has zero slope at both ends. Try $u=X(x)e^{-st}$:

$$X''=-q^2X,\qquad s=\kappa q^2 .$$

Zero slope at $x=0$ selects $X=\cos qx$. Zero slope at $x=L$ requires $\sin qL=0$, so $q=n\pi/L$ with $n=0,1,2,\dots$

The mode $n=0$ is a uniform stress. It has $s=0$, which is the conservation of the mean again: a uniform stress cannot relax between blocked ends. The slowest mode that does decay has $n=1$. Its e-folding time is the natural definition of the relaxation time:

$$\boxed{\;\tau=\frac{L^2}{\pi^2\kappa}=\frac{L^2kT}{\pi^2DB\Omega}\;}$$

### (a) The number

It is convenient to compare energies. With $1\ \text{eV}=0.1602\ \text{GPa nm}^3$,

$$B\Omega=30\times0.0118\ \text{GPa nm}^3=2.209\ \text{eV},\qquad kT=0.04938\ \text{eV}.$$

Their ratio is $B\Omega/(kT)=44.75$, so

$$\kappa=44.75\times10^{-17}\ \text{m}^2/\text{s}=4.475\times10^{-16}\ \text{m}^2/\text{s}.$$

The relaxation time follows:

$$\tau=\frac{(50\times10^{-6}\ \text{m})^2}{\pi^2\times4.475\times10^{-16}\ \text{m}^2/\text{s}}=5.66\times10^5\ \text{s}\approx6.6\ \text{days}.$$

The stress relaxes in about one week.

The factor $\pi^2$ matters here. The bare scale $L^2/\kappa$ is 64.7 days, about two months. It is longer because the slowest mode is half a cosine wave, whose characteristic length is $1/q=L/\pi$ and not $L$. A quoted "diffusion time" therefore needs its definition.

The corresponding scale for the diffusion of a single atom along the line, $L^2/D=2894$ days, is longer still. Stress spreads faster because a stiff line needs few displaced atoms to change its stress. Part (b) shows how few.

### (b) Build-up and decay of the stress

The force is

$$F=(1.602\times10^{-19}\ \text{C})(3.5\times10^{-8}\ \Omega\,\text{m})(3\times10^{9}\ \text{A/m}^2)=1.68\times10^{-17}\ \text{N}.$$

Dividing by $\Omega=1.18\times10^{-29}\ \text{m}^3$ gives $G=1.426\ \text{MPa}/\mu\text{m}$. The final stress at the cathode end is

$$\sigma_s(0)=\frac{GL}{2}=\frac{1.426\times50}{2}\ \text{MPa}\approx36\ \text{MPa}.$$

The atoms that left the cathode half have all crossed the middle of the line. As a length of metal, they amount to

$$\int_0^{L/2}\frac{\sigma_s}{B}\,dx=\frac{GL^2}{8B}=\frac{1.426\times2500}{8\times30000}\ \mu\text{m}\approx0.015\ \mu\text{m}.$$

A slice 15 nm thick, moved past the middle of a line 50 $\mu$m long, is enough to set up the whole profile.

To find the time course, start from zero stress, so that $u(x,0)=-G(L/2-x)$. Expand the bracket in the modes:

$$\frac L2-x=\sum_{n\ge1}a_n\cos qx,\qquad a_n=\frac2L\int_0^L\left(\frac L2-x\right)\cos qx\,dx .$$

Integrate by parts. The boundary term contains $\sin qx$, which vanishes at both ends. What remains is

$$a_n=\frac{2}{Lq}\int_0^L\sin qx\,dx=\frac{2}{Lq^2}\left(1-\cos n\pi\right).$$

This is zero for even $n$ and $4L/(n^2\pi^2)$ for odd $n$. Each mode decays at the rate $\kappa q^2=n^2/\tau$, so at the cathode end

$$\sigma(0,t)=\frac{GL}{2}\left[1-\frac{8}{\pi^2}\sum_{n\ \text{odd}}\frac{e^{-n^2t/\tau}}{n^2}\right].$$

At $t=\tau$ the first term of the sum contributes $(8/\pi^2)e^{-1}=0.298$. The next one is smaller by the factor $e^{-8}/9$ and can be dropped. Hence 70% of the final stress, about 25 MPa, is present after one relaxation time. To reach 90%, set the first term equal to 0.1:

$$\frac{8}{\pi^2}e^{-t/\tau}=0.1\quad\Rightarrow\quad t=\tau\ln\frac{80}{\pi^2}\approx13.7\ \text{days}.$$

If the current is switched off after the steady state is reached, $G$ becomes zero in the end conditions and the old profile decays through the same modes. After one relaxation time 30% of the end stress is left.

These results can be compared with a calculation that does not use the diffusion equation. The line is divided into 40 cells, and atoms hop between neighbours at a net rate proportional to $\sinh(\Delta/2kT)$, where $\Delta$ is the work that stress and electron force together do on an atom in the hop. The stress of each cell is $-B\ln(N/N_0)$, with $N$ its atom count and $N_0$ the count at zero stress. With the values above, the gap between the cathode stress and its final value, read at 10 and 20 days, shrinks with an e-folding time of 6.56 days. The fraction built up at $\tau$ is 0.702, and the fraction left at $\tau$ after switch-off is 0.298. All three agree with the formulas.

### The early limit

Long before $\tau$, the cathode end cannot sense the far end, and the length must drop out. To see this, consider the slope $v=\partial\sigma/\partial x$. Differentiating the diffusion equation shows that $v$ obeys it too. It starts at zero and is held at $-G$ at $x=0$. For a very long line the solution is

$$v=-G\,\text{erfc}\!\left(\frac{x}{2\sqrt{\kappa t}}\right).$$

The stress far away is still zero, so $\sigma(0,t)=-\int_0^\infty v\,dx$. Using $\int_0^\infty\text{erfc}(z)\,dz=1/\sqrt\pi$,

$$\sigma(0,t)=2G\sqrt{\frac{\kappa t}{\pi}} .$$

The stress first rises as the square root of time, independently of $L$. Carried on to $t=\tau$, where $\sqrt{\kappa\tau}=L/\pi$, this law gives $4/\pi^{3/2}=0.718$ of the final stress, against 0.702 from the series. The relaxation time is thus also roughly the moment at which the finite length begins to matter at the cathode.

### (c) A void at the cathode end

A void surface cannot carry a normal load. In this one-dimensional model the condition at $x=0$ becomes $\sigma=0$, with surface tension neglected. This neglect suits a void with flat faces or a large radius. A rounded void of radius $r$ and surface energy $\gamma$ holds the stress $2\gamma/r$, and this stress changes as the void gives up or takes up atoms. For a spherical void in a line of cross-section $A$, the slowest mode then obeys $qL\cot qL=\beta$ with $\beta=\gamma AL/(2\pi r^4B)$, and the result below is the case $\beta=0$. With the rough values $\gamma=1.5\ \text{J/m}^2$ and $A=0.2\times0.2\ \mu\text{m}^2$, the relaxation time is 30 days for $r=100$ nm and 36 days for $r=85$ nm. For $\beta>1$ the void has no stable size. The anode end remains blocked. The steady profile is now $\sigma_s=-Gx$, and the deviation $u$ has zero value at $x=0$ and zero slope at $x=L$. The first condition selects $\sin qx$; the second requires $\cos qL=0$. The smallest solution is $q=\pi/(2L)$, half the earlier value, so

$$\tau_{\text{void}}=\frac{1}{\kappa q^2}=\frac{4L^2}{\pi^2\kappa}=4\tau\approx26\ \text{days}.$$

The slowest mode is now a quarter wave. The mean stress is no longer conserved, because the void can supply or take up atoms, and a uniform stress therefore relaxes as well.

### A few cases

The diffusivity is thermally activated. Let $E_a$ be its activation energy and $T_0=573$ K. At fixed $L$, $B$ and $\Omega$,

$$\frac{\tau(T)}{\tau(T_0)}=\frac{T}{T_0}\exp\left[\frac{E_a}{k}\left(\frac1T-\frac1{T_0}\right)\right].$$

The table uses the rough value $E_a=0.9$ eV.

| Ends | $T$ (K) | Relaxation time (days) |
|---|---|---|
| both blocked | 563 | 8.9 |
| both blocked | 573 | 6.6 |
| both blocked | 583 | 4.9 |
| void and blocked | 573 | 26 |

An error of 10 K in the temperature moves the result by 26 to 36% of its value at 573 K. The prefactor $T/T_0$ changes by less than 2%, so nearly all of this comes from the diffusivity. The other scalings are simple: with everything else fixed, doubling the length multiplies $\tau$ by four, and halving the modulus doubles it.

### What the model leaves out

**Background stress.** Tension favours vacancies and can speed up diffusion. If the vacancy volume is taken as the full $\Omega$, the factor is $\exp(\Omega\sigma/kT)$. For a uniform background tension of 100 MPa it is 1.16. If the quoted $D$ referred to unstressed metal, $\tau$ would then fall to about 5.6 days.

**Stress from the current itself.** The same factor raises $D$ by 5.5% at the cathode end in the final state and lowers it by a similar amount at the anode end. Repeating the hopping calculation with this factor shortens the time to 90% by just 0.5%. The late decay rate is affected even less. Near the steady state the flux is proportional to $\kappa(x)\,\partial u/\partial x$, and to first order the change of the rate is the average of the change in $\kappa$ weighted with $\sin^2(\pi x/L)$. The change in $\kappa$ is odd about the middle of the line and the weight is even, so the average vanishes and the rate changes only at second order, by about 0.03% here. The 0.5% therefore comes from the size of the slow mode at the cathode end and not from its rate: it is proportional to the current, and at the anode end the time to 90% is longer by about 0.5%.

**Joule heating.** Suppose the heat from a line of thickness $h=0.2\ \mu\text{m}$ flows straight down through a dielectric of thickness $d=0.5\ \mu\text{m}$ and conductivity $\lambda=0.3$ W/(m K). The temperature rise is $j^2\rho hd/\lambda\approx0.1$ K, which shortens $\tau$ by 0.3%. The rise grows as $j^2$, and a thicker dielectric increases it.

**Atoms replaced by vacancies.** Some departing atoms leave vacancies behind instead of straining the line. The vacancy fraction is about $c_v=e^{-E_v/kT}$, with formation energy $E_v$, and a change $d\sigma$ alters it by $c_v\Omega\,d\sigma/(kT)$. Compared with the strain $d\sigma/B$, this is a fraction $c_vB\Omega/(kT)$. For a rough $E_v=1.3$ eV it is about $10^{-10}$, which is negligible.

### Beside a real line

A temperature near 573 K is typical of accelerated tests; chips operate much cooler, where diffusion is far slower, so one week is not a time for normal use. The current density chosen here is modest for such tests. In this linear model it sets the size of the stress but not $\tau$. The least certain input is $D$, which depends strongly on the capping layer, the grain structure and the line width, and can differ by an order of magnitude or more between processes; $\tau$ changes in inverse proportion. A soft dielectric lowers $B$ and lengthens $\tau$. Real lines also break the assumption of uniform $D$, since grains and interfaces vary along the length, and then a single $\kappa$ is merely an average description.

The assumption with the clearest consequence is the absence of a void. The product $jL$ is 1500 A/cm, whereas thresholds for electromigration damage in copper are roughly a few thousand A/cm. An intact line is therefore a reasonable case, but not a guaranteed one: background tension or a weak interface can open a void at a lower current. If the void forms at the cathode end, the relaxation time becomes about four weeks instead of one when surface tension is negligible, and longer for a small rounded void. A void between the ends that fixes the stress at its position splits the line into two shorter pieces, and under the same neglect each of these relaxes in less than four weeks. Starting from zero mean stress, a void in the anode half takes up more atoms than it supplies, so it fixes the stress only if it is large enough not to be filled. The remaining figures for this example are in the numerical output below.

## Computed values

```
INPUTS
line length: 50 um
temperature: 573 K
atomic diffusivity: 1.0e-17 m2/s
effective modulus: 30 GPa
atomic volume (rough): 0.0118 nm3
resistivity (rough): 3.5 uOhm cm
effective charge number (rough): 1
current density: 0.3 MA/cm2
RELAXATION TIME
thermal energy kT: 0.04938 eV
modulus times atomic volume: 2.209 eV
ratio B Omega/kT: 44.75
stress diffusivity kappa: 4.475e-16 m2/s
atom diffusion scale L^2/D: 2894 days
bare scale L^2/kappa: 64.7 days
tau, formula: 6.55 days = 5.661e+05 s
tau, hopping simulation: 6.56 days
tau divided by one week: 0.936
void at one end, 4 tau: 26.2 days
void at one end, matrix: 26.2 days
STRESS BUILD-UP AND DECAY
stress gradient: 1.426 MPa/um
final end stress, formula: 35.64 MPa
final end stress, simulation: 35.65 MPa
fraction built at tau, series: 0.702
fraction built at tau, simulation: 0.702
time to 90 %, formula: 13.71 days
time to 90 %, simulation: 13.71 days
left at tau after switch-off, series: 0.298
left at tau after switch-off, simulation: 0.298
current-length product: 1500 A/cm
NEGLECTED EFFECTS
activation energy (rough): 0.9 eV
tau at 10 K lower: 8.90 days
tau at 10 K higher: 4.88 days
background tension tried: 100 MPa
its factor on diffusivity: 1.161
diffusivity change at cathode end: 5.5 %
resulting change of 90 % time: -0.49 %
line thickness: 0.2 um
dielectric thickness: 0.5 um
dielectric conductivity: 0.3 W/(m K)
Joule heating, plate estimate: 0.105 K
resulting change of tau: -0.32 %
vacancy formation energy (rough): 1.3 eV
vacancy storage over strain storage: 1.6e-10
```
